# Luttinger's theorem from frequency-shift invariance and the self-energy at the Fermi level, part 1

(Sections cited here and not found follow in the second part.)

## First half: the electron number as a phase, and the symmetry of the functional

**Q.** Interactions shift levels, broaden them and move weight from one energy to another. Why should anything evaluated at one single frequency know how many electrons there are?

**A.** Let us write the number of electrons as a frequency integral and see how much of it is a total derivative. A total derivative depends on end points, and one of these end points is the Fermi level.

I take a normal, unpolarized state at zero temperature, with $\hbar=1$ and a conserved number of electrons. The one-electron energies are $\varepsilon_{\mathbf k}$, the interaction is of density-density type, such as the Hubbard repulsion $U$, and energies are measured from the chemical potential $\mu$. The Green function is

$$
G(\mathbf k,\tau)=-\langle T_\tau c_{\mathbf k\sigma}(\tau)c^\dagger_{\mathbf k\sigma}(0)\rangle ,\qquad
G(\mathbf k,i\omega)=\int d\tau\,e^{i\omega\tau}G(\mathbf k,\tau).
$$

It has the spectral form

$$
G(\mathbf k,z)=\int dx\,\frac{A(\mathbf k,x)}{z-x},\qquad A\ge 0,\qquad \int dx\,A(\mathbf k,x)=1 ,
$$

and it defines the self-energy $\Sigma$ through

$$
G^{-1}(\mathbf k,i\omega)=i\omega+\mu-\varepsilon_{\mathbf k}-\Sigma(\mathbf k,i\omega).
$$

**Q.** Then the occupation is $G$ at an infinitesimally negative time. In frequency space this integral does not converge absolutely, because $G$ falls off like $1/(i\omega)$. How do you handle that?

**A.** By doing it for one pole first. At $\tau=-0^+$ the inverse transform reads

$$
n_{\mathbf k}=\int\frac{d\omega}{2\pi}\,e^{i\omega0^+}G(\mathbf k,i\omega).
$$

A level at energy $x$ must give $n=1$ for $x<0$ and $n=0$ for $x>0$. With a symmetric cutoff and no convergence factor, the odd part of the integrand drops out:

$$
\int_{-\Lambda}^{\Lambda}\frac{d\omega}{2\pi}\frac{1}{i\omega-x}
=-\int_{-\Lambda}^{\Lambda}\frac{d\omega}{2\pi}\frac{x}{\omega^2+x^2}
\;\to\;-\tfrac12\,\mathrm{sgn}\,x .
$$

The correct occupation is $\tfrac12-\tfrac12\,\mathrm{sgn}\,x$. The convergence factor is therefore worth an additional $\tfrac12$. Averaging over $x$ with the weight $A$, whose integral is one, gives

$$
n_{\mathbf k}=\frac12+\lim_{\Lambda\to\infty}\int_{-\Lambda}^{\Lambda}\frac{d\omega}{2\pi}\,G(\mathbf k,i\omega). \tag{1}
$$

**Q.** Where is the total derivative?

**A.** Write $z=i\omega$ and differentiate the logarithm of $G^{-1}$ at fixed $\mathbf k$:

$$
\partial_z\ln G^{-1}=G\,\partial_zG^{-1}=G\,(1-\partial_z\Sigma).
$$

Solving for $G$,

$$
G=\partial_z\ln G^{-1}+G\,\partial_z\Sigma . \tag{2}
$$

This is an identity on each half of the imaginary axis. I leave out a small interval $|\omega|<\eta$ and let $\eta\to0$ at the end, so that nothing is assumed yet about what happens at $\omega=0$. Inserting (2) into (1) and summing over $\mathbf k$ and spin, for which I write $\mathrm{Tr}$, we have

$$
N=I_1+I_2,\qquad
I_2=\mathrm{Tr}\int\frac{d\omega}{2\pi}\,G\,\partial_z\Sigma . \tag{3}
$$

$I_1$ contains the logarithm and the $\tfrac12$ from (1).

**Q.** A logarithm has branches. You could gain or lose whole electrons by choosing one.

**A.** Causality removes the choice. From the spectral form,

$$
\mathrm{Im}\,G(\mathbf k,i\omega)=-\omega\int dx\,\frac{A(\mathbf k,x)}{\omega^2+x^2},
$$

which is negative for $\omega>0$. Since $\mathrm{Im}\,G^{-1}=-\mathrm{Im}\,G/|G|^2$, the inverse stays in the upper half plane for all $\omega>0$. Its phase is thus a continuous function between $0$ and $\pi$, and no branch cut is met. At large $\omega$ we have $G^{-1}\simeq i\omega$, so the phase tends to $\pi/2$. At the other end I call it

$$
\varphi_0(\mathbf k)=\arg G^{-1}(\mathbf k,i0^+).
$$

On the negative half axis $G^{-1}(-i\omega)=[G^{-1}(i\omega)]^*$, because $A$ is real. The modulus is the same there and the phase is reversed.

Now use $\partial_z=-i\,\partial_\omega$. The two half axes give

$$
-\frac{i}{2\pi}\Big[\ln G^{-1}(i\Lambda)-\ln G^{-1}(i\eta)+\ln G^{-1}(-i\eta)-\ln G^{-1}(-i\Lambda)\Big].
$$

The logarithms of the moduli cancel in pairs. The phases add up to $i(\pi/2-\varphi_0-\varphi_0+\pi/2)=2i(\pi/2-\varphi_0)$. Multiplied by $-i/2\pi$ this is $\tfrac12-\varphi_0/\pi$. With the $\tfrac12$ from (1),

$$
I_1=\mathrm{Tr}\left[1-\frac{\varphi_0(\mathbf k)}{\pi}\right]. \tag{4}
$$

**Q.** That is a phase and not yet a count of occupied momenta. What turns it into one?

**A.** A real $G^{-1}$ at the Fermi level. Suppose that $\Sigma(\mathbf k,i0^+)$ is finite and real, and define

$$
x_{\mathbf k}=\mu-\varepsilon_{\mathbf k}-\Sigma(\mathbf k,0).
$$

If $x_{\mathbf k}>0$, then $\varphi_0=0$ and the state contributes one. If $x_{\mathbf k}<0$, then $\varphi_0=\pi$ and it contributes zero. So

$$
I_1=2\sum_{\mathbf k}\theta(x_{\mathbf k}), \tag{5}
$$

with the factor 2 from spin. The momenta with $x_{\mathbf k}=0$ form the Fermi surface. I assume that they are a set of zero volume, which excludes for example a flat band at the Fermi level; they then do not affect the sum in an infinite system.

This does not say that each momentum inside the surface is fully occupied. The split (3) holds for each $\mathbf k$ separately, and the individual contributions to $I_2$ need not vanish. What remains to be examined is their sum.

**Q.** Before you go there: what if the self-energy has a finite imaginary part at the Fermi level?

**A.** Then the step is smeared. Let $\Sigma(i0^+)=\Sigma'-i\Gamma$ with $\Gamma>0$, and $x=\mu-\varepsilon-\Sigma'$. The inverse is $x+i\Gamma$, with phase $\varphi_0=\pi/2-\arctan(x/\Gamma)$, and (4) gives

$$
1-\frac{\varphi_0}{\pi}=\frac12+\frac1\pi\arctan\frac{x}{\Gamma}. \tag{6}
$$

A clean case is a single level coupled to a structureless bath, for which $\Sigma(i\omega)=-i\Gamma\,\mathrm{sgn}\,\omega$. On both half axes $\partial_z\Sigma=0$, so $I_2=0$ and (6) is the whole occupation. For a level 0.3 eV below $\mu$ and $\Gamma=0.1$ eV,

$$
\frac12+\frac{\arctan 3}{\pi}=0.8976 .
$$

Integrating the Lorentzian spectrum over negative energies gives the same number. Here the electron number is not a count of levels below $\mu$. The level is an open system: its coupling to the bath spreads its spectral weight into a Lorentzian of half width $\Gamma$, and the fraction $1-0.8976=0.1024$ of this weight lies above $\mu$ and stays empty.

As $\Gamma\to0$ at fixed $x\neq0$, (6) returns to the step.

**Q.** So one assumption is already visible: $\Sigma$ must be finite and real at $\omega=0$. Does that mean continuous?

**A.** On the imaginary axis the two say the same thing. Since $\Sigma(-i\omega)=\Sigma(i\omega)^*$, the limits from the two sides are complex conjugates. They agree if and only if the limit is real. I shall therefore speak of one condition: $\Sigma(\mathbf k,i\omega)$ has a finite limit at $\omega=0$ and is continuous there.

**Q.** Now $I_2$. It contains the full frequency dependence of $\Sigma$, and I see no reason for it to vanish.

**A.** There is none if $\Sigma$ is an arbitrary function. The self-energy of interacting electrons is tied to $G$. In skeleton perturbation theory it is the derivative of a functional $\Phi[G]$, which is the sum of closed diagrams without self-energy insertions, drawn with full lines $G$:

$$
\delta\Phi=\mathrm{Tr}\int\frac{d\omega}{2\pi}\,\Sigma(\mathbf k,i\omega)\,\delta G(\mathbf k,i\omega). \tag{7}
$$

Opening one line of a closed diagram leaves a self-energy diagram. Here is the second-order term in $U$, keeping only the part with both vertices on the same site, so that the lines are local Green functions $G_\sigma(i\omega)$. On a lattice there are further terms with the two vertices on different sites; they are left out in this local approximation. Define the bubble

$$
C_\sigma(\nu)=\int\frac{d\omega}{2\pi}\,G_\sigma(i\omega)\,G_\sigma(i\omega+i\nu).
$$

Replacing $\omega$ by $\omega-\nu$ shows that $C_\sigma(-\nu)=C_\sigma(\nu)$. The functional, per site, is

$$
\Phi_2=-\frac{U^2}{2}\int\frac{d\nu}{2\pi}\,C_\uparrow(\nu)\,C_\downarrow(\nu). \tag{8}
$$

Vary $G_\uparrow$. Each of the two lines in $C_\uparrow$ can be varied, and after relabelling the frequency in the second term,

$$
\delta\Phi_2=-\frac{U^2}{2}\int\frac{d\omega}{2\pi}\,\delta G_\uparrow(i\omega)\int\frac{d\nu}{2\pi}\big[G_\uparrow(i\omega+i\nu)+G_\uparrow(i\omega-i\nu)\big]C_\downarrow(\nu).
$$

Because $C_\downarrow$ is even, the two terms are equal, and comparison with (7) gives

$$
\Sigma_\uparrow(i\omega)=-U^2\int\frac{d\nu}{2\pi}\,G_\uparrow(i\omega+i\nu)\,C_\downarrow(\nu). \tag{9}
$$

**Q.** Is the sign right? A self-energy with the wrong sign would spoil the causality you used above.

**A.** It is easiest to see in time. The bubble is the transform of $G_\downarrow(\tau)G_\downarrow(-\tau)$, so (9) becomes

$$
\Sigma_\uparrow(\tau)=-U^2\,G_\uparrow(\tau)\,G_\downarrow(\tau)\,G_\downarrow(-\tau).
$$

For $\tau>0$, $G(\tau)$ is negative and $G(-\tau)$ is positive. The product of the three is positive, and $\Sigma(\tau)$ is negative, like $G(\tau)$ itself. For $\tau<0$ the first two factors are positive and the third is negative, so $\Sigma(\tau)$ is positive, again like $G(\tau)$. Beyond the sign: for $\tau>0$, $-G(\tau)=\int_0^\infty da\,A(a)e^{-a\tau}$ and $G(-\tau)=\int_0^\infty dc\,A(-c)e^{-c\tau}$ are superpositions of decaying exponentials with positive weights, so $-\Sigma(\tau)$, their product times $U^2$, is one too, and likewise $\Sigma(\tau)$ for $\tau<0$. The self-energy therefore has a spectral form with positive weight, as causality demands.

**Q.** And what is the symmetry of $\Phi$?

**A.** Replace every line of one spin species by

$$
G_\alpha(\mathbf k,i\omega)=G(\mathbf k,i\omega+i\alpha),
$$

with a real $\alpha$. In (8) this changes $C_\uparrow(\nu)$ into $\int\frac{d\omega}{2\pi}G_\uparrow(i\omega+i\alpha)G_\uparrow(i\omega+i\alpha+i\nu)$. The substitution $\omega\to\omega-\alpha$ brings back the old $C_\uparrow(\nu)$. Hence $\Phi_2[G_\alpha]=\Phi_2[G]$.

The same substitution works in any closed skeleton diagram with convergent frequency integrals. Its electron lines form closed loops, each of one spin. All lines on a loop carry one common loop frequency plus sums of the frequencies transferred by the interaction. A shift of all these lines is a shift of the loop frequency, which is integrated over the entire axis.

The first-order term $U n_\uparrow n_\downarrow$ needs its convergence factor. With $e^{i\omega\eta}$ the substitution produces $n_\uparrow\to e^{-i\alpha\eta}n_\uparrow$, which goes back to $n_\uparrow$ as $\eta\to0$.

**Q.** This looks like a trick with dummy variables. Is there physics in it?

**A.** It is the conservation of particle number, seen in imaginary time. Transforming the shifted function back,

$$
G_\alpha(\tau)=\int\frac{d\omega}{2\pi}e^{-i\omega\tau}G(i\omega+i\alpha)=e^{i\alpha\tau}G(\tau).
$$

A line running from time $\tau_1$ to $\tau_2$ gains the phase $e^{i\alpha(\tau_2-\tau_1)}$. At each interaction vertex one line of the species enters and one leaves at the same time, so the phases cancel around every loop. An interaction term that created or destroyed such electrons would leave a phase behind.

The same formula shows what is special about zero temperature. At temperature $T$, $G(\tau)$ must change sign under $\tau\to\tau+1/T$ (with $k_B=1$), and $G_\alpha$ must do the same. That requires $e^{i\alpha/T}=1$, so $\alpha$ is a multiple of $2\pi T$. A continuous shift, which one can differentiate, is available at $T=0$.

**Q.** Does the shift move $G$ across a singularity? You said that $G$ may behave badly at the Fermi level.

**A.** The shifted argument stays on the imaginary axis. There $G$ is a given function of $\omega$, possibly with a jump at $\omega=0$, and the invariance of an integral over the whole axis does not care about a jump. No continuation through the real axis is made. The jump does matter when we differentiate with respect to $\alpha$.

## Second half: from the symmetry to the theorem, and where it fails

The symbols carried over are these. $G^{-1}=i\omega+\mu-\varepsilon_{\mathbf k}-\Sigma$ at zero temperature, $z=i\omega$, $\mathrm{Tr}$ sums over momentum and spin, and $A$ is the spectral function. The electron number is $N=I_1+I_2$ with

$$
I_1=\mathrm{Tr}\Big[1-\frac1\pi\arg G^{-1}(i0^+)\Big],\qquad I_2=\mathrm{Tr}\int\frac{d\omega}{2\pi}\,G\,\partial_z\Sigma .
$$

If $\Sigma(\mathbf k,0)$ is finite and real, $I_1=2\sum_{\mathbf k}\theta(x_{\mathbf k})$ with $x_{\mathbf k}=\mu-\varepsilon_{\mathbf k}-\Sigma(\mathbf k,0)$. The functional $\Phi[G]$ has the derivative $\Sigma$ and does not change under $G(i\omega)\to G(i\omega+i\alpha)$.

**Q.** Then differentiate with respect to $\alpha$, integrate by parts, and you are done?

**A.** That would hide the point you raised. Near the Fermi surface $G$ behaves like $1/(i\omega-\xi)$, where $\xi$ is the distance in energy from the surface. Its derivative has the size $1/(\omega^2+\xi^2)$, and the integral of this over $\omega$ and $\xi$ diverges logarithmically at the origin. The integral of $\Sigma\,\partial_\omega G$ then depends on the order of integration. I keep $\alpha$ finite and move the shift from $G$ to $\Sigma$ before taking the limit.

To first order in the change of $G$, invariance says

$$
\mathrm{Tr}\int\frac{d\omega}{2\pi}\,\Sigma(i\omega)\big[G(i\omega+i\alpha)-G(i\omega)\big]=o(\alpha), \tag{10}
$$

where $o(\alpha)$ vanishes faster than $\alpha$.

The electron number has been split into $I_1$, which counts momenta inside the Fermi surface when $\Sigma(\mathbf k,0)$ is finite and real, and $I_2$, and the shift symmetry of $\Phi$ has led to (10). It remains to justify the small remainder in (10), to find the assumptions under which $I_2$ vanishes, and to see where the theorem fails.

All numerical values are calculated from the stated model.
